**Rayleigh-Brillouin triplet: numerical tests of the small-k line shape**

For small wave number k, the density spectrum of a simple fluid has a central line of half width Dk² and area 1−1/γ, and two Brillouin lines at ±ck of half width Γk² and area 1/(2γ) each. Here γ is the heat-capacity ratio, c the adiabatic sound speed, D the thermal diffusivity, ν the longitudinal kinematic viscosity, and Γ = [ν+(γ−1)D]/2. Using a van der Waals free energy, the program asserts the thermodynamic identities, the independence of entropy and pressure fluctuations, and the reduction from the raw conservation laws. It asserts the roots and residues, with their leading corrections, against numerical eigenmodes for three parameter sets. For the model liquid it compares the time correlation with a matrix exponential, and the line shape, widths and cut areas with the spectrum obtained by solving the linear equations. The output gives a Landau-Placzek ratio of 0.500051 from the modes, against the limit γ−1 = 0.5. Cutting the spectrum at ck/2 gives 0.515146 instead, and 0.501497 at one tenth of the wave number. In the valley at ck/2, three Lorentzians without the dispersive terms give 0.007006, where the linear equations give 0.011062.

## Verification by program

```python
# Result under test: for small wave number k the density spectrum of a simple
# fluid is a triplet. Central line: half width D k^2, area 1 - 1/gamma.
# Two Brillouin lines at +-c k: half width G k^2, area 1/(2 gamma) each.
# Central area / sum of both Brillouin areas -> gamma - 1.
# D: thermal diffusivity, nu: longitudinal kinematic viscosity,
# c: adiabatic sound speed, gamma = cp/cv, G = (nu + (gamma-1) D)/2.
# Scaled variables: x = omega/(c k), d = D k/c, v = nu k/c, g = G k/c.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def hydro_matrix(gamma, d, v):
    """Evolution of (density, velocity divergence, temperature), time unit 1/(ck)."""
    return np.array([[0.0, -1.0, 0.0],
                     [1/gamma, -v, 1/gamma],
                     [0.0, -(gamma - 1), -gamma*d]])


def modes(gamma, d, v):
    """Central root, its residue, upper acoustic root, its residue."""
    roots, vectors = np.linalg.eig(hydro_matrix(gamma, d, v))
    residues = vectors[0, :]*np.linalg.inv(vectors)[:, 0]
    i0 = np.argmin(abs(roots.imag))
    ip = np.argmax(roots.imag)
    return roots[i0].real, residues[i0].real, roots[ip], residues[ip]


def spectrum(x, gamma, d, v):
    """Spectrum from the linear equations, unit area in x."""
    lhs = 1j*x*np.eye(3) - hydro_matrix(gamma, d, v)
    return np.linalg.solve(lhs, np.array([1.0, 0.0, 0.0]))[0].real/np.pi


def triplet(x, gamma, d, v, dispersive=True):
    """Derived small-k line shape, unit area in x."""
    g = (v + (gamma - 1)*d)/2
    b = (g + (gamma - 1)*d) if dispersive else 0.0
    central = (1 - 1/gamma)*d/(x**2 + d**2)
    upper = (g - b*(x - 1))/((x - 1)**2 + g**2)
    lower = (g + b*(x + 1))/((x + 1)**2 + g**2)
    return (central + (upper + lower)/(2*gamma))/np.pi


# --- Thermodynamics and linearisation, van der Waals fluid, reduced units ---
rho, T, T_bath = sp.symbols("rho T T_bath", positive=True)
free = -T*(sp.log(1/rho - 1) + sp.Rational(3, 2)*sp.log(T)) - rho
pressure = rho**2*sp.diff(free, rho)
entropy = -sp.diff(free, T)
energy = free + T*entropy
state = {rho: sp.Rational(2, 5), T: sp.Rational(1, 2), T_bath: sp.Rational(1, 2)}


def at_state(expression):
    return float(expression.subs(state))


r0, t0, p0 = 0.4, 0.5, at_state(pressure)
p_r, p_t = at_state(sp.diff(pressure, rho)), at_state(sp.diff(pressure, T))
s_r, s_t = at_state(sp.diff(entropy, rho)), at_state(sp.diff(entropy, T))
e_r, e_t = at_state(sp.diff(energy, rho)), at_state(sp.diff(energy, T))
cv = t0*s_t
cp = t0*(s_t - s_r*p_t/p_r)          # heating at constant pressure
c2_vdw = p_r - p_t*s_r/s_t           # dp/drho at constant entropy
alpha = p_t/(r0*p_r)
gamma_vdw = cp/cv
assert abs(c2_vdw - gamma_vdw*p_r) < 1e-12
assert abs(gamma_vdw - 1 - t0*alpha**2*p_r/cv) < 1e-12

# Gaussian fluctuations from the availability at fixed bath temperature.
availability = rho*(energy - T_bath*entropy)
hessian = np.array([[at_state(sp.diff(availability, a, b)) for b in (rho, T)]
                    for a in (rho, T)])
covariance = t0*np.linalg.inv(hessian)
assert abs(covariance[0, 1]) < 1e-12
to_sp = np.array([[s_r, s_t], [p_r, p_t]])
cov_sp = to_sp @ covariance @ to_sp.T
assert abs(cov_sp[0, 1]) < 1e-12
from_sp = np.linalg.inv(to_sp)
fluct_ratio = from_sp[0, 0]**2*cov_sp[0, 0]/(from_sp[0, 1]**2*cov_sp[1, 1])
assert abs(fluct_ratio - (gamma_vdw - 1)) < 1e-10

# Raw mass, momentum and energy conservation for (density, velocity, temperature).
q, conductivity, visc = 0.3, 0.05, 0.07
mass_row = np.array([0, -1j*q*r0, 0])
momentum_row = np.array([-1j*q*p_r/r0, -visc*q**2, -1j*q*p_t/r0])
energy_row = (np.array([0, -1j*q*p0, -conductivity*q**2])
              - r0*e_r*mass_row)/(r0*e_t)
raw = np.array([mass_row, momentum_row, energy_row])
diff_vdw = conductivity/(r0*cp)
for z in (0.2 + 0.1j, 0.05 + 0.4j):
    numerator = ((z + visc*q**2)*(z + gamma_vdw*diff_vdw*q**2)
                 + (gamma_vdw - 1)*c2_vdw*q**2/gamma_vdw)
    cubic = (z**3 + (visc + gamma_vdw*diff_vdw)*q**2*z**2
             + (c2_vdw*q**2 + gamma_vdw*visc*diff_vdw*q**4)*z
             + diff_vdw*c2_vdw*q**4)
    direct = np.linalg.inv(z*np.eye(3) - raw)[0, 0]
    assert abs(direct - numerator/cubic) < 1e-10*abs(direct)
    c_vdw = np.sqrt(c2_vdw)
    reduced = hydro_matrix(gamma_vdw, diff_vdw*q/c_vdw, visc*q/c_vdw)*c_vdw*q
    assert abs(direct - np.linalg.inv(z*np.eye(3) - reduced)[0, 0]) < 1e-10*abs(direct)

# --- Model liquid, cgs units ---
gamma, c, D, nu, k, temperature = 1.5, 1.5e5, 1e-3, 2e-2, 2e5, 300.0
G = (nu + (gamma - 1)*D)/2
d, v, g = D*k/c, nu*k/c, G*k/c
b = g + (gamma - 1)*d
example = (gamma, d, v)

# Roots and residues, with their leading corrections, for three kinds of fluid.
for gam, dd, vv in (example, (1.2, 0.01, 0.002), (3.0, 0.004, 0.01)):
    gg = (vv + (gam - 1)*dd)/2
    z0, a0, zp, ap = modes(gam, dd, vv)
    shift0 = -(gam - 1)*dd*(vv - dd)
    shift_b = ((gam - 1)*dd*(vv - dd) - gg**2)/2
    shift_r = gam*dd*(2*vv + (gam - 3)*dd)
    assert abs((-z0/dd - 1)/shift0 - 1) < 0.02
    assert abs((zp.imag - 1)/shift_b - 1) < 0.02
    assert abs(-zp.real/gg - 1) < 1e-3
    ratio = a0/(2*ap.real)
    assert abs((ratio/(gam - 1) - 1)/shift_r - 1) < 0.02
    assert abs(ap.imag*2*gam/(-(gg + (gam - 1)*dd)) - 1) < 0.01

# Time correlation against the matrix exponential.
for time in np.linspace(0, 3/g, 60):
    exact_c = expm(hydro_matrix(*example)*time)[0, 0]
    derived_c = ((1 - 1/gamma)*np.exp(-d*time)
                 + np.exp(-g*time)*(np.cos(time) + b*np.sin(time))/gamma)
    assert abs(exact_c - derived_c) < 5e-3


def worst_error(scale):
    """Largest relative error of the triplet for 0 < x < 2 at wave number scale*k."""
    args = (gamma, scale*d, scale*v)
    xs = np.concatenate([np.linspace(0, 2, 201),
                         1 + scale*g*np.linspace(-5, 5, 201),
                         scale*d*np.linspace(0, 5, 51)])
    return max(abs(triplet(x, *args)/spectrum(x, *args) - 1) for x in xs)


err_full, err_half = worst_error(1.0), worst_error(0.5)
assert err_full < 0.02
assert 1.8 < err_full/err_half < 2.2     # error vanishes linearly with k

# Widths read off the spectrum itself.
s_center = spectrum(0.0, *example)
hw_center = brentq(lambda x: spectrum(x, *example) - s_center/2, 0.1*d, 10*d)
peak = minimize_scalar(lambda x: -spectrum(x, *example), method="bounded",
                       bounds=(1 - 3*g, 1 + 3*g), options={"xatol": 1e-10})
x_peak, s_peak = peak.x, -peak.fun
left = brentq(lambda x: spectrum(x, *example) - s_peak/2, 1 - 5*g, x_peak)
right = brentq(lambda x: spectrum(x, *example) - s_peak/2, x_peak, 1 + 5*g)
hw_side = (right - left)/2
assert abs(hw_center/d - 1) < 2e-3
assert abs(hw_side/g - 1) < 2e-3


def cut_areas(scale):
    """Areas for |x| < 1/2 and |x| > 1/2 by quadrature at wave number scale*k."""
    args = (gamma, scale*d, scale*v)
    w = scale*g
    inner = np.concatenate([[0.0], np.geomspace(scale*d, 0.5, 8)])
    outer = [0.5, 1 - 10*w, 1 - w, 1.0, 1 + w, 1 + 10*w, 2.0, 20.0, np.inf]

    def area(edges):
        return 2*sum(quad(spectrum, lo, hi, args=args, epsabs=1e-11, epsrel=1e-9,
                          limit=200)[0] for lo, hi in zip(edges[:-1], edges[1:]))
    return area(inner), area(outer)


in_1, out_1 = cut_areas(1.0)
in_2, out_2 = cut_areas(0.1)
assert abs(in_1 + out_1 - 1) < 1e-6 and abs(in_2 + out_2 - 1) < 1e-6
cut_slope = gamma/np.pi*(4*g/3 + b*np.log(3) - 4*(gamma - 1)*d)
assert abs((in_2/out_2 - (gamma - 1))/(0.1*cut_slope) - 1) < 0.02
assert abs((in_1/out_1 - (gamma - 1))/cut_slope - 1) < 0.1

z0, a0, zp, ap = modes(*example)
ck = c*k
hbar_cgs, kb_cgs = constants.hbar*1e7, constants.k*1e7
quantum = hbar_cgs*ck/(kb_cgs*temperature)
assert quantum < 0.01
valley = spectrum(0.5, *example)
valley_full = triplet(0.5, *example)
valley_lorentz = triplet(0.5, *example, dispersive=False)
assert abs(valley_full/valley - 1) < 0.01
assert abs(valley_lorentz/valley - 1) > 0.1

print(f"van der Waals check: gamma = {gamma_vdw:.6f}")
print(f"van der Waals check: entropy/pressure density variance = {fluct_ratio:.6f}")
print(f"gamma = {gamma:.2f}")
print(f"sound speed c = {c:.3e} cm/s")
print(f"thermal diffusivity D = {D:.3e} cm^2/s")
print(f"longitudinal viscosity nu = {nu:.3e} cm^2/s")
print(f"wave number k = {k:.3e} cm^-1")
print(f"temperature = {temperature:.1f} K")
print(f"sound attenuation coefficient G = {G:.5e} cm^2/s")
print(f"viscous part of G, nu/2 = {nu/2:.5e} cm^2/s")
print(f"thermal part of G, (gamma-1)D/2 = {(gamma-1)*D/2:.5e} cm^2/s")
print(f"D k/c = {d:.6f}")
print(f"nu k/c = {v:.6f}")
print(f"G k/c = {g:.6f}")
print(f"dispersive coefficient b = {b:.6f}")
print(f"Brillouin shift c k = {ck:.4e} rad/s")
print(f"Brillouin shift c k/(2 pi) = {ck/(2*np.pi)/1e9:.4f} GHz")
print(f"central half width D k^2 = {D*k**2:.4e} rad/s")
print(f"central half width /(2 pi) = {D*k**2/(2*np.pi)/1e6:.4f} MHz")
print(f"Brillouin half width G k^2 = {G*k**2:.4e} rad/s")
print(f"Brillouin half width /(2 pi) = {G*k**2/(2*np.pi)/1e6:.4f} MHz")
print(f"central half width read off spectrum = {hw_center*ck:.5e} rad/s")
print(f"Brillouin half width read off spectrum = {hw_side*ck:.5e} rad/s")
print(f"exact central root, -z0 = {-z0*ck:.6e} rad/s")
print(f"exact acoustic frequency/(c k) = {zp.imag:.7f}")
print(f"exact acoustic damping = {-zp.real*ck:.6e} rad/s")
print(f"central area, 1-1/gamma = {1-1/gamma:.6f}")
print(f"central area, exact mode = {a0:.6f}")
print(f"one Brillouin area, 1/(2 gamma) = {1/(2*gamma):.6f}")
print(f"one Brillouin area, exact mode = {ap.real:.6f}")
print(f"Landau-Placzek ratio, gamma-1 = {gamma-1:.6f}")
print(f"Landau-Placzek ratio, exact modes = {a0/(2*ap.real):.6f}")
print(f"central area / one Brillouin area, exact = {a0/ap.real:.6f}")
print(f"ratio from cut at ck/2, this k = {in_1/out_1:.6f}")
print(f"ratio from cut at ck/2, first-order formula = {gamma-1+cut_slope:.6f}")
print(f"ratio from cut at ck/2, k/10 = {in_2/out_2:.6f}")
print(f"valley at ck/2, c k S(k,w)/S(k), exact = {valley:.6f}")
print(f"valley at ck/2, triplet with b = {valley_full:.6f}")
print(f"valley at ck/2, three Lorentzians only = {valley_lorentz:.6f}")
print(f"largest relative error of triplet, 0<w<2ck, this k = {err_full:.5f}")
print(f"largest relative error of triplet, 0<w<2ck, k/2 = {err_half:.5f}")
print(f"hbar c k/(kB T) = {quantum:.3e}")
print("OK")
```

Printed output:

```
van der Waals check: gamma = 2.572327
van der Waals check: entropy/pressure density variance = 1.572327
gamma = 1.50
sound speed c = 1.500e+05 cm/s
thermal diffusivity D = 1.000e-03 cm^2/s
longitudinal viscosity nu = 2.000e-02 cm^2/s
wave number k = 2.000e+05 cm^-1
temperature = 300.0 K
sound attenuation coefficient G = 1.02500e-02 cm^2/s
viscous part of G, nu/2 = 1.00000e-02 cm^2/s
thermal part of G, (gamma-1)D/2 = 2.50000e-04 cm^2/s
D k/c = 0.001333
nu k/c = 0.026667
G k/c = 0.013667
dispersive coefficient b = 0.014333
Brillouin shift c k = 3.0000e+10 rad/s
Brillouin shift c k/(2 pi) = 4.7746 GHz
central half width D k^2 = 4.0000e+07 rad/s
central half width /(2 pi) = 6.3662 MHz
Brillouin half width G k^2 = 4.1000e+08 rad/s
Brillouin half width /(2 pi) = 65.2535 MHz
central half width read off spectrum = 4.00023e+07 rad/s
Brillouin half width read off spectrum = 4.10088e+08 rad/s
exact central root, -z0 = 3.999932e+07 rad/s
exact acoustic frequency/(c k) = 0.9999151
exact acoustic damping = 4.100003e+08 rad/s
central area, 1-1/gamma = 0.333333
central area, exact mode = 0.333356
one Brillouin area, 1/(2 gamma) = 0.333333
one Brillouin area, exact mode = 0.333322
Landau-Placzek ratio, gamma-1 = 0.500000
Landau-Placzek ratio, exact modes = 0.500051
central area / one Brillouin area, exact = 1.000103
ratio from cut at ck/2, this k = 0.515146
ratio from cut at ck/2, first-order formula = 0.514946
ratio from cut at ck/2, k/10 = 0.501497
valley at ck/2, c k S(k,w)/S(k), exact = 0.011062
valley at ck/2, triplet with b = 0.011059
valley at ck/2, three Lorentzians only = 0.007006
largest relative error of triplet, 0<w<2ck, this k = 0.00636
largest relative error of triplet, 0<w<2ck, k/2 = 0.00314
hbar c k/(kB T) = 7.638e-04
OK
```
